Coulomb Integrals of the t2g Orbitals in Real Cubic Harmonics

**Problem.** Five d orbitals share one normalized radial function R(r), and two electrons repel by 1/r12 in Hartree atomic units. Write

<ab|cd> = ∫∫ a*(1) b*(2) (1/r12) c(1) d(2),

where a, b, c, d are spatial orbitals. The radial integrals are

Fk = ∫∫ (r<^k / r>^(k+1)) R(r1)² R(r2)² r1² r2² dr1 dr2,

with r< and r> the smaller and larger of r1 and r2. The Racah parameters are

A = F0 − F4/9, B = F2/49 − 5F4/441, C = 35F4/441.

Transform the Coulomb tensor from complex harmonics to the real orbitals xy, yz, xz. Find the intraorbital repulsion U = <aa|aa>, the interorbital repulsion U′ = <ab|ab> and the exchange integral J = <ab|ba>. Decide which other elements survive, and whether U, U′ and J are independent.

**A tempting solution**

Start with xz and yz, which are built from the harmonics with m = ±1:

xz = (Y₋₁ − Y₁)/√2, yz = i(Y₋₁ + Y₁)/√2.

Here Y_m means Y_2m. Each real orbital is half m = 1 and half m = −1. The direct repulsion between any two of these complex orbitals has the same value D, because |Y₁|² = |Y₋₁|². Averaging over the four combinations gives

U = (D + D + D + D)/4 = D, and likewise U′ = D.

For the exchange one takes the integral between the two complex orbitals, X = <1,−1|−1,1>, and sets J = X. The conclusion would be U = U′ with a nonzero J.

**Where it fails**

For real charge densities f and g, let (f|g) be their Coulomb interaction. If a and b are real,

U = (a²|a²) = (b²|b²), U′ = (a²|b²), J = (ab|ab).

Expanding the self-interaction of a² − b² gives

(a² − b²|a² − b²) = U + U − 2U′ = 2(U − U′).

The Coulomb self-energy of a nonzero charge distribution is positive, since it is an integral of the squared electric field. The densities of xz and yz differ, so U must exceed U′. The averaging has lost something.

What it lost is interference. The density of a superposition contains cross terms between Y₁ and Y₋₁, and these turn two rings of charge, one above and one below the xy plane, into four lobes. Averaging probabilities keeps the rings alone. Setting J = X is a separate error: exchange between complex orbitals is not exchange between their real combinations.

**The transformation with its cross terms**

With the usual phases,

Y₁ = −N sinθ cosθ e^(iφ), Y₋₁ = N sinθ cosθ e^(−iφ), N² = 15/(8π).

Define the ring density and the interference density,

ρ = N² sin²θ cos²θ, W = ρ e^(2iφ).

The common factor R² is understood in both. From the phases, |Y₁|² = |Y₋₁|² = ρ, Y₋₁*Y₁ = −W and Y₁*Y₋₁ = −W*. Therefore

(xz)² = ½(ρ + ρ − Y₋₁*Y₁ − Y₁*Y₋₁) = ρ + ½(W + W*),

(yz)² = ½(ρ + ρ + Y₋₁*Y₁ + Y₁*Y₋₁) = ρ − ½(W + W*),

(xz)(yz) = (i/2)(Y₋₁* − Y₁*)(Y₋₁ + Y₁) = (i/2)(−W + W*) = (W − W*)/(2i).

In the last line the two ρ terms cancel. These densities are ρ(1 + cos2φ), ρ(1 − cos2φ) and ρ sin2φ.

Extend (f|g) to complex densities without adding a complex conjugation. Rotation about z multiplies W by a phase, so a nonzero interaction must contain equally many factors W and W*. Hence (ρ|W) = (W|W) = 0, and two numbers remain:

D = (ρ|ρ), X = (W|W*).

They are elements of the complex tensor: D = <1,1|1,1> = <1,−1|1,−1> and X = <1,−1|−1,1>. Now

U = D + ¼(W + W*|W + W*) = D + ¼(2X) = D + X/2,

U′ = D − ¼(2X) = D − X/2,

J = [1/(2i)]² (W − W*|W − W*) = −¼(−2X) = X/2.

Thus U − U′ = X = 2J. The relation holds before D or X has been evaluated.

**Evaluating D and X**

The multipole expansion is

1/r12 = Σ_k (r<^k / r>^(k+1)) Σ_q C_kq(1) C_kq*(2), C_kq = √(4π/(2k+1)) Y_kq.

A product of two d harmonics has even parity and contains no angular momentum above 4, so k = 0, 2, 4. Define the angular integrals

d_k = ∫ ρ C_k0 dΩ, w_k = ∫ W* C_k2 dΩ.

Then D = Σ Fk d_k² and X = Σ Fk w_k².

Put x = cosθ. The ring density has the moments

⟨x²⟩ = (15/4)∫(x⁴ − x⁶)dx = 3/7, ⟨x⁴⟩ = (15/4)∫(x⁶ − x⁸)dx = 5/21,

with x running from −1 to 1. Since C_k0 is the Legendre polynomial P_k,

d₀ = 1,

d₂ = (3·3/7 − 1)/2 = 1/7,

d₄ = (35·5/21 − 30·3/7 + 3)/8 = −4/21.

For the interference density, w₀ = 0 because there is no C₀₂. The other functions needed are

C₂₂ = (√6/4)(1 − x²)e^(2iφ), C₄₂ = (√10/8)(1 − x²)(7x² − 1)e^(2iφ).

The azimuthal integral gives 2π, and 2πN² = 15/4. Using ∫(1 − x²)²x²dx = 16/105 and ∫(1 − x²)²x⁴dx = 16/315,

w₂ = (15/4)(√6/4)(16/105) = √6/7,

w₄ = (15/4)(√10/8)(7·16/315 − 16/105) = (15√10/32)(64/315) = 2√10/21.

Squaring these integrals gives

D = F0 + F2/49 + 16F4/441,

X = 6F2/49 + 40F4/441.

Inverting the Racah definitions,

F4/441 = C/35, F2/49 = B + C/7, F0 = A + 7C/5.

Consequently

D = A + B + C(7/5 + 1/7 + 16/35) = A + B + 2C,

X = 6B + C(6/7 + 8/7) = 6B + 2C,

and the requested integrals are

U = D + X/2 = A + 4B + 3C,

U′ = D − X/2 = A − 2B + C = U − 2J,

J = X/2 = 3B + C.

**The remaining elements**

The cyclic rotation x→y→z→x carries the pair (xz, yz) to (xy, xz), and then to (yz, xy). All three pairs therefore have the same U, U′ and J.

Reflection x→−x changes the sign of xy and xz. A nonzero element must contain these two orbitals an even number of times in total. The reflections in y and z give the same condition for the other two pairs. The three occurrence counts are therefore all even or all odd. Three odd numbers cannot add to four, so all are even: either one orbital appears four times, or two appear twice each.

For two different real orbitals, the possible patterns are <ab|ab> = U′, <ab|ba> = J and <aa|bb> = (ab|ab) = J. With U = U′ + 2J, every case is contained in

<ab|cd> = U′ δ_ac δ_bd + J(δ_ad δ_bc + δ_ab δ_cd).

Insert this into H = ½ Σ <ab|cd> c†_aσ c†_bσ′ c_dσ′ c_cσ, where c†_aσ creates an electron with spin σ in orbital a. For equal spins, exchange gives c†_aσ c†_bσ c_aσ c_bσ = −n_aσ n_bσ, while pair hopping vanishes because it creates the same state twice. For opposite spins, exchange gives a spin flip. Thus

H = U Σ_a n_a↑ n_a↓ + U′ Σ_(a≠b) n_a↑ n_b↓ + (U′ − J) Σ_(a<b,σ) n_aσ n_bσ
− J Σ_(a≠b) c†_a↑ c_a↓ c†_b↓ c_b↑ + J Σ_(a≠b) c†_a↑ c†_a↓ c_b↓ c_b↑.

This is the Kanamori Hamiltonian, with no further interaction terms inside t2g.

**Why cubic symmetry is not enough**

For a = xz and b = yz, the densities a² − b² = 2ρ cos2φ and 2ab = 2ρ sin2φ differ by a 45° rotation about z. Their self-energies are equal, so 2(U − U′) = 4J. This rotation is not a cubic symmetry operation.

In a crystal, t2g orbitals may have a less symmetric shape, for example

a = xz(1 + λy²)g(r), b = yz(1 + λx²)g(r).

Then

a² − b² = z²g²(x² − y²)(1 − λ²x²y²),

2ab = 2xy z²g²[1 + λ(x² + y²) + λ²x²y²].

For nonzero λ these are no longer rotated copies. The reflection and cyclic arguments still hold for these orbitals, so the Kanamori pattern survives with three independent constants. At a distorted site that lacks the three mirror planes or the threefold axis, these arguments no longer apply.

A model orbital gives one example. The admixture is chosen freely, the size and sign of the deviation depend on λ, and the number is not a value for any material. Take xy(N₂ + ½N₄z²)exp(−r²) and its cyclic partners, with r in bohr, N_l > 0 fixed by ∫N_l² r^(2l+2) exp(−2r²)dr = 1, and each complete orbital then normalized. Analytic Gaussian integration gives U = 0.7450, U′ = 0.6844 and J = 0.0488 hartree. Here U − U′ − 2J = −0.0370 hartree, a deviation of about 38% relative to 2J.

**A Slater orbital in numbers**

Let R be proportional to r² exp(−ζr), with ζ = 3 bohr⁻¹. Numerical quadrature of the radial integrals gives

F0 = 0.77441, F2 = 0.40879, F4 = 0.26660 hartree.

The Racah definitions then give A = 0.74479, B = 0.00532 and C = 0.02116 hartree. Hence

U = 0.74479 + 4(0.00532) + 3(0.02116) = 0.82955 hartree = 22.6 eV,

J = 3(0.00532) + 0.02116 = 0.03712 hartree = 1.01 eV,

U′ = 0.82955 − 2(0.03712) = 0.75531 hartree = 20.6 eV.

The tempting solution would have given U = U′ = D = 0.79243 hartree and J = X = 0.07424 hartree, twice the correct exchange.

These are bare integrals for a model orbital, not Hubbard parameters of a solid. If screening changed F0 alone, A would shift, moving U and U′ equally and leaving J unchanged. If F2 and F4 vanished, J would vanish and U would equal U′.

Two electrons in t2g show what the relation does to the spectrum. For different orbitals, the antisymmetric spatial state (|ab> − |ba>)/√2 is a spin triplet with energy U′ − J. Three orbital pairs and three spin states make nine states. The symmetric combinations are three singlets at U′ + J. The doubly occupied states |aa> have diagonal energy U and mutual coupling J, giving one singlet at U + 2J and two at U − J.

Because U′ + J = U − J, the groups of three and two singlets merge. The levels are

U′ − J = 0.71819 hartree, nine states,

U − J = 0.79243 hartree, five states,

U + 2J = 0.90379 hartree, one state.

For the nonspherical orbitals above, the fivefold level splits by |U − U′ − 2J|. The levels here contain the t2g interaction alone: crystal-field energies and mixing with configurations that occupy the other two d orbitals are omitted.

**Why the result stops at t2g**

The full d shell does not have one common J. Consider xy and x² − y². Their product has angular density v sin4φ, with v = 15 sin⁴θ/(32π), so k = 4 alone contributes. Since C₄₄ = (√70/16)sin⁴θ e^(4iφ),

∫ v e^(−4iφ) C₄₄ dΩ = (15/16)(√70/16)∫(1 − x²)⁴dx = (15√70/256)(256/315) = √70/21.

The sine contributes a factor ½ to the self-energy, as it did for J = X/2. Thus

J(xy, x²−y²) = ½F4(70/441) = C = 0.02116 hartree,

compared with 3B + C = 0.03712 hartree inside t2g. A single Kanamori J cannot describe both pairs.

All numerical values are calculated from the stated model.
